**Exchange symmetry and state counts for two equivalent electrons**

Two electrons in one subshell of half-integer $j$ have total angular momentum $J=0,2,\dots,2j-1$, each once, and $j(2j+1)$ states in all. Here $m_1,m_2$ are the one-electron projections, $M$ is their sum, and $P$ exchanges the electrons. For $j=1/2$ to $7/2$ the program diagonalizes $J^2$ in the antisymmetric, symmetric and complete product spaces and asserts the multiplets found in each. It asserts the exchange sign $(-1)^{2j-J}$ both on numerical eigenvectors of $J^2$ and on explicit Clebsch-Gordan coefficients for all $J$ and $M$. It also asserts that the recursion for the highest states reproduces those coefficients, and that counting determinants by $M$ gives the same multiplets. The output shows 1, 6, 15 and 28 determinants for the four subshells, and for $j=7/2$ an antisymmetric weight of 1 for even $J$ and 0 for odd $J$. Two contrasting cases are asserted as well: different subshells with $j=7/2$ give every $J$ from 0 to 7, and an integer angular momentum of 2 gives antisymmetric states with totals 1 and 3.

## Numerical check

```python
"""Two equivalent electrons in a subshell of half-integer j.

Result under test: the antisymmetric two-electron states have
J = 0, 2, ..., 2j-1, each once, because exchanging the electrons multiplies
the coupled state |J M> by (-1)**(2j-J).  The number of states is j(2j+1).

Symbols: j, m   one-electron angular momentum and its projection
         J, M   total angular momentum and its projection
         two_j  the integer 2j;  P  exchange of the two electrons
All angular momenta are in units of hbar.
"""
from collections import Counter
from itertools import combinations

import numpy as np
from sympy import Rational
from sympy.physics.wigner import clebsch_gordan


def one_electron_matrices(two_j):
    """Matrices of j_z and j_+ in the basis m = j, j-1, ..., -j."""
    j = two_j / 2
    m = j - np.arange(two_j + 1)
    raising = np.diag(np.sqrt((j - m[1:]) * (j + m[1:] + 1)), k=1)
    return np.diag(m), raising


def total_j_squared(jz, jplus):
    """J^2 = J_- J_+ + J_z^2 + J_z in the two-electron product space."""
    one = np.eye(len(jz))
    Jz = np.kron(jz, one) + np.kron(one, jz)
    Jplus = np.kron(jplus, one) + np.kron(one, jplus)
    return Jplus.T @ Jplus + Jz @ Jz + Jz


def pair_states(size, pairs, sign):
    """Normalized (|a b> + sign |b a>) for distinct orbitals a, b."""
    basis = np.zeros((size * size, len(pairs)))
    for column, (a, b) in enumerate(pairs):
        basis[a * size + b, column] = 1 / np.sqrt(2)
        basis[b * size + a, column] = sign / np.sqrt(2)
    return basis


def multiplets(J2, basis):
    """Number of multiplets of each J, from the eigenvalues J(J+1)."""
    values = np.linalg.eigvalsh(basis.T @ J2 @ basis)
    J_real = (-1 + np.sqrt(1 + 4 * np.maximum(values, 0))) / 2
    J_int = np.rint(J_real).astype(int)
    assert np.allclose(J_real, J_int, atol=1e-8)
    found = {}
    for J, states in sorted(Counter(J_int.tolist()).items()):
        assert states % (2 * J + 1) == 0
        found[J] = states // (2 * J + 1)
    return found


def exchange_matrix(size):
    P = np.zeros((size * size, size * size))
    for a in range(size):
        for b in range(size):
            P[b * size + a, a * size + b] = 1
    return P


def coupled_state(two_j, J, M):
    """Exact Clebsch-Gordan coefficients {(m1, m2): value} of |J M>."""
    j = Rational(two_j, 2)
    result = {}
    for i in range(two_j + 1):
        m1 = j - i
        m2 = M - m1
        if abs(m2) <= j:
            result[m1, m2] = clebsch_gordan(j, j, J, m1, m2, M)
    return result


def highest_state_by_recursion(two_j, J):
    """Coefficients of |J J> for m1 = J-j, ..., j from J_+ |J J> = 0."""
    j = two_j / 2

    def a(m):
        return np.sqrt((j - m) * (j + m + 1))

    c = [1.0]
    for step in range(two_j - J):
        m = J - j + step
        c.append(-c[-1] * a(m) / a(J - m - 1))
    c = np.array(c)
    return c / np.linalg.norm(c) * np.sign(c[-1])


print("Angular momenta in units of hbar; counts and coefficients have no unit")
weights = {}
for two_j in (1, 3, 5, 7):
    size = two_j + 1
    j = Rational(two_j, 2)
    J2 = total_j_squared(*one_electron_matrices(two_j))
    P = exchange_matrix(size)
    pairs = list(combinations(range(size), 2))

    # Antisymmetric, symmetric and complete two-electron spaces
    allowed = multiplets(J2, pair_states(size, pairs, -1))
    doubles = np.zeros((size * size, size))
    for a in range(size):
        doubles[a * size + a, a] = 1
    symmetric_basis = np.hstack([pair_states(size, pairs, +1), doubles])
    forbidden = multiplets(J2, symmetric_basis)
    assert allowed == {J: 1 for J in range(0, two_j, 2)}
    assert forbidden == {J: 1 for J in range(1, two_j + 1, 2)}
    assert multiplets(J2, np.eye(size**2)) == {J: 1 for J in range(size)}
    summed = sum(2 * J + 1 for J in allowed)
    assert len(pairs) == summed == j * (two_j + 1)
    assert symmetric_basis.shape[1] == (j + 1) * (two_j + 1)

    # Exchange sign of the numerical eigenvectors of J^2
    values, vectors = np.linalg.eigh(J2)
    for J in range(size):
        V = vectors[:, np.abs(values - J * (J + 1)) < 1e-6]
        assert V.shape[1] == 2 * J + 1
        assert np.allclose(P @ V, (-1) ** (two_j - J) * V, atol=1e-9)

    # Exchange sign and antisymmetric weight from explicit coefficients
    for J in range(size):
        for M in range(-J, J + 1):
            state = coupled_state(two_j, J, M)
            vector = np.zeros(size * size)
            for (m1, m2), value in state.items():
                assert state[m2, m1] == (-1) ** (two_j - J) * value
                vector[int(j - m1) * size + int(j - m2)] = float(value)
            assert np.allclose(J2 @ vector, J * (J + 1) * vector, atol=1e-9)
            assert abs(vector @ vector - 1) < 1e-12
            antisymmetric = (vector - P @ vector) / 2
            weight = antisymmetric @ antisymmetric
            assert abs(weight - (1 + (-1) ** J) / 2) < 1e-12
            weights[two_j, J, M] = weight
        top = coupled_state(two_j, J, J)
        exact = [float(top[m1, m2]) for m1, m2 in sorted(top)]
        assert np.allclose(highest_state_by_recursion(two_j, J), exact,
                           atol=1e-12)

    # Multiplets from counting determinants by total projection
    N = Counter(int(two_j - a - b) for a, b in pairs)
    for J in range(size):
        assert N[J] - N[J + 1] == allowed.get(J, 0)

    print(f"j = {j}: determinants = {len(pairs)}, J = {list(allowed)}, "
          f"sum(2J+1) = {summed}")
    print(f"   symmetric states = {symmetric_basis.shape[1]}, "
          f"J = {list(forbidden)}; all products = {size**2}")

# The loop ends with j = 7/2, whose details are printed here
print("j = 7/2, antisymmetric weight of |J M=J>:")
for J in range(size):
    print(f"   J = {J}: weight = {weights[two_j, J, J]:.3f}")
print("j = 7/2, number N(M) of determinants with projection M:")
for M in range(size):
    print(f"   M = {M}: N(M) = {N[M]}, N(M)-N(M+1) = {N[M] - N[M + 1]}")
for J in (5, 4):
    print(f"j = 7/2, coefficients of |J={J} M={J}>:")
    top = coupled_state(two_j, J, J)
    for m1, m2 in sorted(top):
        c = top[m1, m2]
        print(f"   m1 = {m1}, m2 = {m2}: c = {float(c):+.6f}, c^2 = {c**2}")

# One electron in each of two different subshells with j = 7/2
jz, jplus = one_electron_matrices(7)
two_shells = np.eye(2)
J2_two = total_j_squared(np.kron(two_shells, jz), np.kron(two_shells, jplus))
cross_pairs = [(a, 8 + b) for a in range(8) for b in range(8)]
different = multiplets(J2_two, pair_states(16, cross_pairs, -1))
assert different == {J: 1 for J in range(8)}
print(f"different subshells, j = 7/2 each: determinants = {len(cross_pairs)}, "
      f"J = {list(different)}")

# Integer angular momentum 2: the antisymmetric states have odd totals
J2_d = total_j_squared(*one_electron_matrices(4))
d_pairs = list(combinations(range(5), 2))
integer_case = multiplets(J2_d, pair_states(5, d_pairs, -1))
assert integer_case == {1: 1, 3: 1}
print(f"integer angular momentum 2: antisymmetric states = {len(d_pairs)}, "
      f"totals = {list(integer_case)}")

print("checks complete")
```

It prints:

```
Angular momenta in units of hbar; counts and coefficients have no unit
j = 1/2: determinants = 1, J = [0], sum(2J+1) = 1
   symmetric states = 3, J = [1]; all products = 4
j = 3/2: determinants = 6, J = [0, 2], sum(2J+1) = 6
   symmetric states = 10, J = [1, 3]; all products = 16
j = 5/2: determinants = 15, J = [0, 2, 4], sum(2J+1) = 15
   symmetric states = 21, J = [1, 3, 5]; all products = 36
j = 7/2: determinants = 28, J = [0, 2, 4, 6], sum(2J+1) = 28
   symmetric states = 36, J = [1, 3, 5, 7]; all products = 64
j = 7/2, antisymmetric weight of |J M=J>:
   J = 0: weight = 1.000
   J = 1: weight = 0.000
   J = 2: weight = 1.000
   J = 3: weight = 0.000
   J = 4: weight = 1.000
   J = 5: weight = 0.000
   J = 6: weight = 1.000
   J = 7: weight = 0.000
j = 7/2, number N(M) of determinants with projection M:
   M = 0: N(M) = 4, N(M)-N(M+1) = 1
   M = 1: N(M) = 3, N(M)-N(M+1) = 0
   M = 2: N(M) = 3, N(M)-N(M+1) = 1
   M = 3: N(M) = 2, N(M)-N(M+1) = 0
   M = 4: N(M) = 2, N(M)-N(M+1) = 1
   M = 5: N(M) = 1, N(M)-N(M+1) = 0
   M = 6: N(M) = 1, N(M)-N(M+1) = 1
   M = 7: N(M) = 0, N(M)-N(M+1) = 0
j = 7/2, coefficients of |J=5 M=5>:
   m1 = 3/2, m2 = 7/2: c = +0.518875, c^2 = 7/26
   m1 = 5/2, m2 = 5/2: c = -0.679366, c^2 = 6/13
   m1 = 7/2, m2 = 3/2: c = +0.518875, c^2 = 7/26
j = 7/2, coefficients of |J=4 M=4>:
   m1 = 1/2, m2 = 7/2: c = -0.398862, c^2 = 7/44
   m1 = 3/2, m2 = 5/2: c = +0.583874, c^2 = 15/44
   m1 = 5/2, m2 = 3/2: c = -0.583874, c^2 = 15/44
   m1 = 7/2, m2 = 1/2: c = +0.398862, c^2 = 7/44
different subshells, j = 7/2 each: determinants = 64, J = [0, 1, 2, 3, 4, 5, 6, 7]
integer angular momentum 2: antisymmetric states = 10, totals = [1, 3]
checks complete
```
